# Dispersion energy between two atoms: dependence on coupling strength and energy balance, part 2

Atoms A and B, with clamped nuclei a distance $R$ apart, have $H(\lambda)=H_A+H_B+\lambda V$, where $V$ is their mutual Coulomb interaction. We ask how the interaction energy $E$, measured from $E_A+E_B$, divides between coupling and monomer energies. Atomic units are used. Electrons are labelled A or B, without antisymmetry between the sets.

$H_0=H_A+H_B-E_A-E_B$ has eigenstates $|mn\rangle$ with eigenvalues $\omega_m+\omega_n$. The coupled state $\Psi_\lambda$ grows from $|00\rangle$ with corrections $\lambda^k\psi_k$. With $W=\langle V\rangle=dE/d\lambda$ and $X=\langle H_0\rangle=E-\lambda W$,

$$W=E_1+2\lambda E_2+3\lambda^2E_3+4\lambda^3E_4+\dots,\qquad X=-\lambda^2E_2-2\lambda^3E_3-3\lambda^4E_4-\dots \tag{6}$$

$$\psi_1={\sum_{mn}}'c_{mn}|mn\rangle,\quad c_{mn}=-\frac{V_{mn,00}}{\omega_m+\omega_n},\quad E_2=-{\sum_{mn}}'\frac{V_{mn,00}^2}{\omega_m+\omega_n}, \tag{7}$$

$$E_3=\langle00|V|\psi_2\rangle=-\langle\psi_1|H_0|\psi_2\rangle=\langle\psi_1|V-E_1|\psi_1\rangle. \tag{8}$$

$E_2^{\rm ind}$ has one monomer excited, $E_2^{\rm disp}$ both. $W=E_{\rm el}+U_c$: $E_{\rm el}$ comes from the nuclei and mean densities, $U_c$ from the connected pair density $\Delta P=\langle\hat\rho_A\hat\rho_B\rangle-\rho_A\rho_B$, with $\hat\rho$ the electron density operators. $\langle\cdot\rangle_c$ denotes moments of $\Delta P$, and $\chi$ the isolated monomers' density responses.

$$U_c=2\lambda E_2^{\rm disp}+O(\lambda^2),\qquad E_{\rm el}=E_1+2\lambda E_2^{\rm ind}+O(\lambda^2). \tag{11}$$

$$\Delta P(\mathbf r,\mathbf s)=-\frac{\lambda}{\pi}\int_0^\infty\!d\omega\iint\frac{\chi_A(\mathbf r,\mathbf r';i\omega)\,\chi_B(\mathbf s,\mathbf s';i\omega)}{|\mathbf r'-\mathbf s'|}\,d\mathbf r'd\mathbf s'+O(\lambda^2). \tag{13}$$

With $\mathbf a,\mathbf b$ measured from their own nuclei, $\mathbf u=\mathbf b-\mathbf a$, and $x_A$ etc. summed over electrons,

$$\frac{1}{|R\hat{\mathbf z}+\mathbf u|}=\sum_{L\ge0}\frac{(-1)^L\,u^LP_L(\cos\theta_u)}{R^{L+1}}. \tag{14}$$

$$V_{dd}=\frac{x_Ax_B+y_Ay_B-2z_Az_B}{R^3}. \tag{15}$$

$V_{ll'}\propto R^{-(l+l'+1)}$ has ranks $l,l'$ on A, B; $Q_{l0}=\sum q\,r^lP_l$, $\alpha_l(i\omega)=2\sum_m\omega_m\langle0|Q_{l0}|m\rangle^2/(\omega_m^2+\omega^2)$, $z_{0m}=\langle0|z|m\rangle$. For neutral S-state atoms $l,l'\ge1$, $E_1$ and $E_2^{\rm ind}$ vanish apart from exponentially small overlap terms, and $E_2=-C_6/R^6-C_8/R^8-C_{10}/R^{10}-\dots$, with $C_6=(3/\pi)\int_0^\infty\alpha^A_1\alpha_1^B\,d\omega$ and, for like atoms, (18):

$$\langle z_Az_B\rangle_c=\frac{2\lambda C_6}{3R^3},\qquad\langle x_Ax_B\rangle_c=\langle y_Ay_B\rangle_c=-\frac{\lambda C_6}{3R^3}. \tag{16}$$

$$U_c=\frac{\lambda C_6}{R^6}\left(-\frac13-\frac13-\frac43\right)=-2\lambda\frac{C_6}{R^6}, \tag{17}$$

$$C_8=\frac{15}{\pi}\int_0^\infty\!\alpha_1\alpha_2\,d\omega,\qquad C_{10}=\frac{35}{\pi}\int_0^\infty\!\alpha_2^2\,d\omega+\frac{28}{\pi}\int_0^\infty\!\alpha_1\alpha_3\,d\omega, \tag{18}$$

Inverting A's electrons shows that the pure dipole–dipole series is even in $\lambda/R^3$ (A.1). Scaling the electron mass $m$ and the intramonomer Coulomb terms (factor $Z$) gives the leading kinetic and intramonomer potential changes:

$$\Delta T=-m\frac{\partial E}{\partial m}=-5\lambda^2\frac{C_6}{R^6},\qquad \Delta U_{\rm intra}=Z\frac{\partial E}{\partial Z}=+6\lambda^2\frac{C_6}{R^6}. \tag{3}$$

## A.6 Size of the nonlinear terms

With $E_1=0$, (8) is a sum of products of three factors $V_{l_1l_1'}V_{l_2l_2'}V_{l_3l_3'}$ that start and end in $|00\rangle$. On atom A the three operators have combined parity $(-1)^{l_1+l_2+l_3}$, and the resolvents between them conserve parity, so $l_1+l_2+l_3$ must be even. Each rank is at least 1 by neutrality, so the sum is at least 3, and therefore at least 4, reached by the ranks $1,1,2$, which can couple to total angular momentum zero. The same holds on B. Each factor brings $R^{-(l+l'+1)}$, so the power is $4+4+3=11$. The next allowed sums are $4+6$ and $6+4$, giving $R^{-13}$; even powers are absent. There is no $R^{-9}$ term, as the parity argument of A.1 requires. Fourth order begins with four dipole–dipole factors, $R^{-12}$. Thus

$$W=2\lambda E_2+O(\lambda^2R^{-11}),\qquad-\frac{X}{\lambda W}=\frac{E_2+2\lambda E_3}{2E_2+3\lambda E_3}\approx\frac12\left(1+\frac{\lambda E_3}{2E_2}\right), \tag{19}$$

where the last step expands $(1+2\epsilon)/(1+\tfrac32\epsilon)\approx1+\tfrac12\epsilon$ with $\epsilon=\lambda E_3/E_2\propto R^{-5}$. The same counting applies to the order-$\lambda^2$ correction to (16): one of the three factors is now $z_Az_B$ with no power of $R$, which leaves $R^{-8}$, again $R^{-5}$ relative to the leading term.

$E_{\rm el}$ stays negligible beyond first order. The densities first change at order $\lambda^2$, by $\langle\psi_1|\hat\rho_A|\psi_1\rangle$ and the $\psi_2$ cross term. The parity count gives each atom a quadrupole of order $R^{-6}$ (two dipole–dipole factors) and a dipole of order $R^{-7}$ (ranks $1,1,2$ on A including the measured dipole, ranks $1,1$ on B: $R^{-3}R^{-4}$). These moments feel no field from the undistorted partner. Their mutual energies are of order $\lambda^4$: $R^{-6-6-5}$, $R^{-7-6-4}$ and $R^{-7-7-3}$, all $R^{-17}$.

## A.7 Kinetic and intramonomer potential parts, and the force

For two atoms, every potential term of $H(\lambda)$ is homogeneous of degree $-1$ in the electron coordinates and $R$ together, at any $\lambda$. Write $\mathbf r_i=R\,\boldsymbol\xi_i$. Then $H=R^{-2}\hat t+R^{-1}\hat u$ with $\hat t,\hat u$ independent of $R$, and the Hellmann–Feynman theorem gives $R\,dE_{\rm tot}/dR=-2T-U$. Eliminating $U=E_{\rm tot}-T$ gives $T=-E_{\rm tot}-R\,dE_{\rm tot}/dR$. The separated atoms obey $T=-E_{\rm tot}$, and the difference is

$$\Delta T=-E-R\frac{dE}{dR}. \tag{20}$$

A term $-C_k/R^k$ of $E$ has $R\,dE/dR=+kC_k/R^k$ and contributes $\Delta T=-(k-1)C_k/R^k$. At second order its contribution to $X$ is $+C_k/R^k$, so $\Delta U_{\rm intra}=X-\Delta T=kC_k/R^k$. For $k=6$ this is (3). At $\lambda=1$,

$$\Delta T=-\frac{5C_6}{R^6}-\frac{7C_8}{R^8}-\frac{9C_{10}}{R^{10}}-\dots \tag{21}$$

The kinetic energy falls, and the repayment is a rise of intramonomer potential energy that outweighs this fall. The split needs care in code. $X$ at order $\lambda^2$ follows from $\psi_1$ alone, but $T$ does not annihilate $|00\rangle$, so $\Delta T$ contains the cross term $2\lambda^2\langle00|T|\psi_2\rangle$. Equation (20) is exact in a complete basis and only approximate in a finite set of fixed exponents, which is not closed under scaling. For molecules, the scaling also stretches the internal bonds, and (20) acquires their gradients.

For the force, measure the electrons from their own nuclei as in A.5. Then $H_A$ and $H_B$ do not contain $R$, and $dE/dR=\lambda\langle\partial V/\partial R\rangle$. For (15), $\partial V/\partial R=-3V/R$, so

$$F=-\frac{dE}{dR}=\frac{3\lambda W}{R}=-\frac{6\lambda^2C_6}{R^7}\quad(\text{leading order}). \tag{22}$$

At $\lambda=1$ and with $x=C_8/(C_6R^2)$, $y=C_{10}/(C_6R^4)$, the second-order force is $-(6C_6/R^7)(1+\tfrac43x+\tfrac53y)$, while $3W/R=-(6C_6/R^7)(1+x+y)$. The relation $F=3W/R$ therefore has a relative error $x/3$ at first correction. In this frame the force comes from the first-order $\Delta P$. In space-fixed electron coordinates the same theorem gives the force on nucleus B as the field of the charge density there. The field of A at that point comes from its second-order moments and is of order $R^{-10}$, so the $R^{-7}$ force must come from the odd, order-$\lambda^2R^{-7}$ distortion of B's own density found in A.6. The two frames give the same force but need the wavefunction to different orders. In a product basis of monomer-centred functions the matrix of $H_0$ and the overlap do not depend on $R$, so the first form applies with no basis-derivative terms.

## A.8 Implementation and example: H···H

The model has one labelled electron on each proton, full configuration interaction in the product of two atom-centred sets, and the unexpanded $V=1/R-1/|\mathbf r_A-\mathbf R_B|-1/|\mathbf r_B-\mathbf R_A|+1/|\mathbf r_A-\mathbf r_B|$.

Each atom carries uncontracted spherical Gaussians with exponents $0.02\times2.3^k$ for 12 s and 7 p shells and $0.03\times2.3^k$ for 4 d shells, $k=0,1,\dots$. The atomic Hamiltonian is diagonalized separately for each real harmonic, so that every orbital has definite parity under $x\to-x$ and $y\to-y$. The counts for the classes (even, even), (odd, even), (even, odd), (odd, odd) are $12+7+8=27$, $7+4=11$, $11$ and $4$. The ground state is even under both reflections of the pair, which pairs each class with itself: $27^2+11^2+11^2+4^2=987$ product states. The two-electron integrals needed are those of type $(AA|BB)$.

With $D_k$ the eigenvalues of $H_0$ and $c_0=1$, the eigenvalue equation reads $E=\lambda(Vc)_0$ and $c_k=-\lambda(Vc)_k/(D_k-E)$. Iterating it to convergence gives the exact eigenvector in the basis and yields the small $E$ directly, without subtracting two totals near $-1\,E_h$. After normalization, arrange the coefficients as a matrix $c_{ab}$. The monomer density matrices are $\gamma^A=cc^{T}$ and $\gamma^B=c^{T}c$. Then $U_c=\langle1/r_{AB}\rangle-\sum\gamma^A_{aa'}\gamma^B_{bb'}(aa'|bb')$. The second sum includes $a,a'$ from one parity class with $b,b'$ from another, which are not elements of the 987-state block, so it must be taken with the full integral array. Both terms are near $1/R$, so at $R=15$ about five digits cancel.

Frequency integrals use $\omega=\tfrac12(1+t)/(1-t)$, $d\omega=dt/(1-t)^2$, with 60 Gauss–Legendre points on $-1<t<1$. The monomer energy is $-0.4999922\,E_h$ against the exact $-\tfrac12$. The basis gives $\alpha_1(0)=4.50012$, $\alpha_2(0)=14.9941$, $C_6=6.49946$, $C_8=124.346$ and, with no f functions and hence $\alpha_3=0$, $C_{10}=1134.1$ from the first term of (18) alone. A separate value of $C_6$ comes from the exact 1s function and 20 radial p functions $x^2e^{-x/2}L_k^{(4)}(x)$, $x=2r$, through $C_6=6\sum z_{0m}^2z_{0n}^2/(\omega_m+\omega_n)$: it is $6.499027$, so the Gaussian $C_6$ is high by $7\times10^{-5}$ of this value. The basis-limit values of the other quantities are $\alpha_2(0)=15$, $C_8=124.399$ and $1135.2$ for the quadrupole–quadrupole part of $C_{10}$, so the d set leaves these low by $4\times10^{-4}$, $4\times10^{-4}$ and $9\times10^{-4}$ respectively. The missing dipole–octupole term has the same $R^{-10}$ order as the kept $C_{10}$ term, which is $0.3\%$ of $E_2$ at $R=15$; for hydrogen the missing term is about 1.9 times the kept one, or $0.6\%$ of $E_2$. The $R^{-12}$ and $R^{-14}$ terms of $E_2$, absent in an spd basis, add about $0.2\%$ more, and the basis-limit $E(1)$ is near $-6.25\times10^{-7}E_h$, about $0.8\%$ below the model. $E_2$, $W$, $X$ and $E$ at $R=15$ thus describe real hydrogen atoms to about two figures. The nonlinear terms do not: with functions up to $l=5$, $E_3$ rises from $5.0\times10^{-10}$ to about $6.7\times10^{-10}$, $E_3/E_2$ goes from $-8\times10^{-4}$ to about $-1.1\times10^{-3}$, $E_4$ goes from $-2.2\times10^{-11}$ to about $-4\times10^{-11}$, and the deviation of $\langle z_Az_B\rangle_c$ from (16) goes from $-7\times10^{-4}$ to about $-9\times10^{-4}$. Further digits serve comparisons inside the model.

At $R=15$ bohr the multipole terms are $C_6/R^6=5.70597\times10^{-7}$, $C_8/R^8=0.48518\times10^{-7}$ and $C_{10}/R^{10}=0.01967\times10^{-7}\,E_h$, with sum $6.21082\times10^{-7}$. The sums (7) and (8) with the unexpanded $V$ give $E_2=-6.21080\times10^{-7}$, which differs from the series by about $2\times10^{-12}E_h$, the size of the overlap term $E_1$ quoted next, and $E_3=+5.004\times10^{-10}$. The overlap terms are $E_1=-3.7\times10^{-12}$ and $E_2^{\rm ind}=-1.5\times10^{-16}\,E_h$; they depend on the far tails of the Gaussians and matter here only by their size. The converged eigenvectors give, in units of $10^{-7}E_h$:

| $\lambda$ | $W$ | $U_c$ | $X$ | $E$ | $W/\lambda$ |
|---|---|---|---|---|---|
| 0.25 | −3.10451 | −3.10448 | 0.388021 | −0.388107 | −12.4181 |
| 0.50 | −6.20719 | −6.20716 | 1.55149 | −1.55211 | −12.4144 |
| 0.75 | −9.30816 | −9.30812 | 3.48956 | −3.49156 | −12.4109 |
| 1.00 | −12.4075 | −12.4075 | 6.20144 | −6.20605 | −12.4075 |

$W/\lambda$ changes by $0.09\%$ of its value across the table, while $X$ and $E$ grow about fourfold from $\lambda=0.5$ to $1$. The difference $W-U_c=E_{\rm el}$ is $-3.74\times10^{-12}$ at $\lambda=1$, the value of $E_1$, as A.6 requires. At $\lambda=1$, with $1\,E_h=219474.63$ cm$^{-1}$, $W=-0.2723$, $X=+0.1361$ and $E=-0.1362$ cm$^{-1}$. Four-point Gauss–Legendre integration of $W$ over $[0,1]$ gives $-6.20605\times10^{-7}E_h$, the tabulated $E(1)$.

A least-squares polynomial of degree 6 through $W$ at nine equally spaced points on $-1\le\lambda\le1$ has linear coefficient $-1.24216\times10^{-6}=2E_2$, quadratic coefficient $1.501\times10^{-9}=3E_3$ and cubic coefficient $-8.72\times10^{-11}$, which by (6) is $4E_4$, so $E_4=-2.18\times10^{-11}$. Equation (6) then reproduces the last row, in units of $10^{-7}E_h$:

$$W(1)=-0.00004-12.4216+0.01501-0.00087=-12.4075,$$

$$X(1)=6.21080-2(0.005004)+3(0.000218)=6.20145.$$

The ratio $-X/W$ is $0.49981$. Equation (19) with $E_3/E_2=-8.06\times10^{-4}$ gives $0.49980$. The contraction of (13) with the unexpanded Coulomb kernel, by the frequency quadrature, gives $-1.24216\times10^{-6}E_h$, which exceeds the converged $|U_c(1)|$ by $0.11\%$ of the latter, the size of $3E_3+4E_4$.

The connected moments at $\lambda=1$ are $\langle z_Az_B\rangle_c=1.28289\times10^{-3}$ and $\langle x_Ax_B\rangle_c=-6.41777\times10^{-4}$ bohr². Equation (16) gives $2(6.49946)/(3\times3375)=1.28384\times10^{-3}$ and $-6.41922\times10^{-4}$. The deviations relative to (16) are $-7\times10^{-4}$ and $-2\times10^{-4}$, comparable with $E_3/E_2$, which has the same $R^{-5}$ order. With $\langle y_Ay_B\rangle_c=\langle x_Ax_B\rangle_c$ by axial symmetry, the dipole–dipole part of $U_c$ is $[-2(6.41777\times10^{-4})-2(1.28289\times10^{-3})]/3375=-1.1405\times10^{-6}E_h$, next to $-2C_6/R^6=-1.1412\times10^{-6}$. The weight of excited products in $\Psi$ is $6.97\times10^{-7}$, and $X$ divided by it is $0.890\,E_h$. This is the mean excitation energy of the pair, above the lowest double excitation $2\times\tfrac38=0.75\,E_h$ of hydrogen.

The approach to the pure $C_6$ limit at $\lambda=1$, with all values multiplied by $R^6/C_6$:

| $R$ | $W$ | $U_c$ | $X$ | $E$ | $\Delta T$ |
|---|---|---|---|---|---|
| 15 | −2.1745 | −2.1745 | 1.0868 | −1.0876 | −5.618 |
| 30 | −2.0429 | −2.0429 | 1.0214 | −1.0215 | −5.150 |
| 45 | −2.0190 | −2.0190 | 1.0095 | −1.0095 | −5.066 |
| extrapolated | −1.9998 | −1.9998 | 0.9999 | −0.9999 | −4.999 |

At $R=15$, $W$ differs from $-2C_6/R^6$ by $9\%$ of the latter, nearly all from $C_8$: with $C_8/C_6=19.13$ and $C_{10}/C_6=174.5$, $x=0.0850$ and $y=0.0034$, so $-2(1+x+y)=-2.177$, and the nonlinear terms add $+0.0025$. The last row removes the $R^{-8}$ term without using $C_8$. For $f=a/R^6+b/R^8+c/R^{10}$, the combination $(R_2^8f_2-R_1^8f_1)/(R_2^2-R_1^2)$ equals $a-c/(R_1^2R_2^2)$. With $R_1=30$, $R_2=45$ the residue per unit is $174.5/(900\times2025)=1.0\times10^{-4}$, to be multiplied by 2 for $W$, 1 for $X$ and $E$ and 9 for $\Delta T$, which gives the departures from $-2,+1,-1,-5$ to the last digit printed. The $R^{-11}$ term $E_3$ and, for $\Delta T$, the finite-basis defect of (20) are left out of this estimate; each is between a tenth and about a third of the $C_{10}$ residue. The extrapolated $X-\Delta T$ is $5.999$.

At $R=30$, $\Delta T=-4.5918\times10^{-8}E_h$, and (21) gives $-4.5922\times10^{-8}$, a difference of $10^{-4}$ of the value. About half of it is third order: (20) applied to $E_3\propto R^{-11}$ gives $+10E_3=2\times10^{-12}$. The remaining $2\times10^{-12}$ is not resolved here; (20) holds only approximately in this fixed-exponent basis.

The third-order energies are $2.068\times10^{-13}$ at $R=30$ and $2.321\times10^{-15}E_h$ at $R=45$. The exponent from the pair, $\ln(E_3(30)/E_3(45))/\ln1.5$, is $11.073$. The products $R^{11}E_3$ are 3663 and 3556. Attributing their difference to the $R^{-13}$ term alone, $R^{11}E_3=A+B/R^2$, gives $B=107/(1/900-1/2025)\approx1.7\times10^5$ and $A\approx3.47\times10^3$ in this basis. $A$ needs only s, p and d states and agrees with the basis limit $3475$. $B$ absorbs part of the $R^{-15}$ term (the spd coefficient of $R^{-13}$ is $1.63\times10^5$) and is about half the hydrogen value $3.27\times10^5$, which needs f states. The ratio $E_3/E_2$ falls from $-8.06\times10^{-4}$ at $R=15$ to $-2.27\times10^{-5}$ at $R=30$, a factor 36, near the $2^5=32$ of the leading power.

The force at $R=30$ from the central difference of $E$ at $29.9$ and $30.1$ is $-1.8344\times10^{-9}E_h$/bohr, against $3W/R=-1.8213\times10^{-9}$ and $-6C_6/R^7=-1.7831\times10^{-9}$. With $x=19.13/900=0.02126$ and $y=0.00022$, A.7 predicts $F=-1.7831\times1.0287=-1.8343$ in the same unit, and an excess of $F$ over $3W/R$ of $(x/3+2y/3)/(1+x)=0.71\%$. The computed excess is $0.72\%$. The difference is the truncation error of the central difference with step $h=0.1$, which for $E\propto R^{-6}$ is $h^2E'''/6E'=56h^2/6R^2=1\times10^{-4}$ relative to $F$.

## A.9 Conditions under which the result changes

Permanent moments. If a monomer is charged or polar, $E_1$ or $E_2^{\rm ind}$ decays as a power of $R$, and $W\ne U_c$. By (11) the linear term of $U_c$ is unaffected. A minimal model adds to $V$ a point charge $q$ at nucleus B that acts on the particles of A only, leaving $H_B$ unchanged. From (14) with $\mathbf b=0$, $\mathbf u=-\mathbf a$, the added operator is $q\sum_{l\ge1}Q^A_{l0}/R^{l+1}$. It gives no first-order energy for a neutral S state, and (7) gives $E_2^{\rm ind}=-q^2\sum_l\alpha_l(0)/2R^{2l+2}$, since $\sum_m\langle0|Q_{l0}|m\rangle^2/\omega_m=\alpha_l(0)/2$. In the spd basis with $q=1$, $R=15$, this is $-(4.50012/(2\times50625)+14.9941/(2\times11390625))=-(4.44456+0.06582)\times10^{-5}=-4.51038\times10^{-5}E_h$. Slopes at $\lambda=0$, taken as $[f(0.05)-f(-0.05)]/0.1$ so that even orders cancel, are $-9.02079\times10^{-5}$ for $E_{\rm el}$, against $2E_2^{\rm ind}=-9.02076\times10^{-5}$, and $-1.24217\times10^{-6}$ for $U_c$, against $-1.24216\times10^{-6}$ without the charge. The slope of $W$ is their sum, $-9.14501\times10^{-5}$. The half-repayment then reads $X=-\lambda(W-E_1)/2$ at leading order and includes induction. The counting of A.6 also changes, because rank $0$ is allowed on a charged monomer and odd sums are allowed without inversion symmetry, so $E_3$ can decay more slowly than $R^{-11}$.

Overlap and exchange. The labelled model omits exchange, which like $E_1$ decays exponentially. At $\lambda=1$ the Hamiltonian is symmetric under interchange of an A electron and a B electron, so in a complete basis $\Psi_\lambda$ meets its relabelled image and mixes with it over a range of $\lambda$ near 1 whose width is set by the exchange splitting. The mixing shifts $E$ only by an exponentially small amount, but it changes $W$ and $X$ by amounts that do not vanish at large $R$. For H···H the image has each electron on the other proton and $\langle V\rangle\approx 1/R-1-1+1/R$, so the equal mixture at $\lambda=1$ has $W\approx-1+1/R$ and $X\approx1-1/R$. The values $-2C_6/R^6$ and $+C_6/R^6$ at $\lambda=1$ are those of the low orders of the series in $\lambda$, each taken at large $R$, or of a basis that excludes the image. With more electrons, a B-labelled electron can enter a filled core of A, as in Li···H, which gives Pauli-forbidden states of $H(1)$ below the physical one. The power series in $\lambda$ is then to be read order by order in $1/R$. Monomer-centred bases that barely reach the partner keep these states away from $\Psi_\lambda$; in a basis spanning both centres for every electron, the lowest root need not be the state connected to $|00\rangle$.

Degeneracy and small gaps. For a degenerate $|00\rangle$ manifold, $V$ must be diagonalized within it first, and first-order terms appear: quadrupole–quadrupole $R^{-5}$ for two atoms with permanent quadrupoles, resonant dipole–dipole $R^{-3}$ for like atoms sharing an allowed excitation. These are constant in $W(\lambda)$ and carry no repayment, since $k=1$ in (6). Away from degeneracy, linearity requires small amplitudes $|\lambda V_{mn,00}|\ll\omega_m+\omega_n$, which fails at a given $R$ when the gap is small enough. For extended monomers the expansion (14) needs $R$ large against their size, while (11) and (13) do not.

Retardation. The coupling is the instantaneous Coulomb operator, which is adequate for $R\ll c/\omega_m$. Beyond that distance the field has its own degrees of freedom, and $H(\lambda)$ as defined here does not describe the interaction.

Other paths. If a one-body potential is added along the path to hold the density fixed, it has to undo a density change of order $R^{-6}$. Provided the potential is of that same order, the response functions in (13) change by a relative $O(R^{-6})$ and (17) is unchanged at leading order. The split (3) refers to the eigenstates of $H(\lambda)$ without such a potential.
